# Effective transmission and heat of a conductor with a voltage probe: verification in Python

```python
# RESULT UNDER TEST
# A probe p that draws no net charge current turns a three-terminal conductor
# into a two-terminal one with effective transmission
#     T_eff = T_12 + T_1p T_p2 / (T_p1 + T_p2).
# T_ij: transmission from terminal j to terminal i (1 source, 2 drain, p probe),
# summed over channels, per spin. Array indices 0, 1, 2 stand for 1, 2, p.
# For two scatterers T1, T2 (R = 1 - T) with round-trip phase theta and a probe
# between them absorbing a passing electron with probability alpha:
#     T_eff = Tbar (1 - x^2) / (1 - 2 x cos(theta) + x^2),
#     1/Tbar = 1/T1 + 1/T2 - 2 beta/(1 + beta),
#     beta = 1 - alpha,  x = beta sqrt(R1 R2).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

rng = np.random.default_rng(7)


def random_unitary(size):
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return np.linalg.qr(z)[0]


def terminal_sums(smatrix, groups):
    prob = abs(smatrix) ** 2
    return np.array([[prob[np.ix_(a, b)].sum() for b in groups] for a in groups])


def effective(t):
    return t[0, 1] + t[0, 2] * t[2, 1] / (t[2, 0] + t[2, 1])


def inflows(t, energy, mu, kt):
    """Charge and heat entering each reservoir, without the factor 2/h."""
    mu = np.asarray(mu, float)
    kt = np.asarray(kt, float)
    t = np.broadcast_to(t, (len(energy), 3, 3))
    occupation = expit((mu - energy[:, None]) / kt)
    gain = np.einsum('eij,ej->ei', t, occupation)
    net = gain - t.sum(axis=1) * occupation
    step = energy[1] - energy[0]
    return step * net.sum(axis=0), step * ((energy[:, None] - mu) * net).sum(axis=0)


def floating_probe(t, energy, mu1, mu2, kt):
    """Probe potential at zero net probe current, found numerically."""
    def probe_current(m):
        return inflows(t, energy, [mu1, mu2, m], kt)[0][2]
    return brentq(probe_current, mu2, mu1, xtol=1e-15)


# --- General formula, heat and hot probe: random conductors without symmetry
grid = np.linspace(-60, 60, 6001)
mu1, mu2 = 1.7, -1.3
delta = mu1 - mu2
groups = [[0, 1], [2, 3], [4, 5, 6]]
for trial in range(4):
    t = terminal_sums(random_unitary(7), groups)
    assert abs(t[0, 1] - t[1, 0]) > 1e-6
    mu_p = floating_probe(t, grid, mu1, mu2, [1, 1, 1])
    charge, heat = inflows(t, grid, [mu1, mu2, mu_p], [1, 1, 1])
    tp1, tp2 = t[2, 0], t[2, 1]
    assert np.isclose(mu_p, (tp1 * mu1 + tp2 * mu2) / (tp1 + tp2), atol=1e-9)
    assert np.isclose(-charge[0] / delta, effective(t), rtol=1e-8)
    assert np.isclose(heat[2], 0.5 * delta**2 * tp1 * tp2 / (tp1 + tp2), rtol=1e-7)
    assert np.isclose(heat.sum(), -charge[0] * delta, rtol=1e-7)
    # A probe that also draws no energy becomes hot; the current is the same.
    hot = np.sqrt(1 + 3 / np.pi**2 * tp1 * tp2 / (tp1 + tp2)**2 * delta**2)
    charge_hot, heat_hot = inflows(t, grid, [mu1, mu2, mu_p], [1, 1, hot])
    assert hot > 1.01 and abs(heat_hot[2]) < 1e-7
    assert np.allclose(charge_hot, charge, atol=1e-8)
    # Follow an electron through repeated absorption and random re-emission.
    channels = len(groups[2])
    reached, in_probe = t[1, 0], t[2, 0]
    for visit in range(3000):
        reached += in_probe * t[1, 2] / channels
        in_probe *= t[2, 2] / channels
    # An incoming flux of one electron per source channel was followed.
    assert np.isclose(reached, effective(t), rtol=1e-9)

# --- Energy-dependent transmission: average the T_ij, not T_eff(E)
left, right = random_unitary(3), random_unitary(3)
delays = np.array([0.0, 1.1, 2.7])
t_energy = np.array([abs(left @ np.diag(np.exp(1j * e * delays)) @ right)**2
                     for e in grid])
weight = expit(grid) * expit(-grid) * (grid[1] - grid[0])
averaged = effective(np.einsum('e,eij->ij', weight, t_energy))
energywise = sum(w * effective(m) for w, m in zip(weight, t_energy))
small = 1e-4
m_p = floating_probe(t_energy, grid, small / 2, -small / 2, [1, 1, 1])
j_small = inflows(t_energy, grid, [small / 2, -small / 2, m_p], [1, 1, 1])[0]
assert np.isclose(-j_small[0] / small, averaged, rtol=2e-4)
assert abs(averaged - energywise) > 1e-3


# --- Two scatterers with a probe between them
def wave_solution(t1, t2, alpha, theta):
    """Solve the interior wave amplitudes for each of four incoming channels."""
    a, b = np.sqrt(t1), np.sqrt(t2)
    r1, r2 = np.sqrt(1 - t1), np.sqrt(1 - t2)
    keep, absorb = np.sqrt(1 - alpha), np.sqrt(alpha)
    ph = np.exp(0.5j * theta)
    # unknowns: right-mover after 1, right-mover at 2, left-mover after 2, at 1
    system = np.array([[1, 0, 0, -r1], [-ph * keep, 1, 0, 0],
                       [0, -r2, 1, 0], [0, 0, -ph * keep, 1]], complex)
    # incoming channels: source, drain, probe to right-mover, probe to left-mover
    drive = np.array([[a, 0, 0, 0], [0, 0, ph * absorb, 0],
                      [0, b, 0, 0], [0, 0, 0, ph * absorb]], complex)
    inside = np.linalg.solve(system, drive)
    direct = np.diag([-r1, -r2, -keep, -keep])
    pick = np.array([[0, 0, 0, a], [0, b, 0, 0],
                     [absorb, 0, 0, 0], [0, 0, absorb, 0]])
    return direct + pick @ inside


def parts(t1, t2, alpha, theta):
    """Derived transmissions: source-drain, source-probe, drain-probe."""
    beta = 1 - alpha
    x = beta * np.sqrt((1 - t1) * (1 - t2))
    d = 1 - 2 * x * np.cos(theta) + x * x
    return (beta * t1 * t2 / d, alpha * t1 * (1 + beta * (1 - t2)) / d,
            alpha * t2 * (1 + beta * (1 - t1)) / d)


def mean_closed(t1, t2, alpha):
    return 1 / (1 / t1 + 1 / t2 - 2 * (1 - alpha) / (2 - alpha))


def closed(t1, t2, alpha, theta):
    x = (1 - alpha) * np.sqrt((1 - t1) * (1 - t2))
    return mean_closed(t1, t2, alpha) * (1 - x * x) / (1 - 2 * x * np.cos(theta) + x * x)


ports = [[0], [1], [2, 3]]
for t1, t2, alpha in [(0.8, 0.7, 0.3), (0.35, 0.6, 0.15), (0.5, 0.9, 0.85), (0.8, 0.7, 1.0)]:
    total = []
    for theta in 2 * np.pi * np.arange(128) / 128:
        s = wave_solution(t1, t2, alpha, theta)
        assert np.allclose(s.conj().T @ s, np.eye(4), atol=1e-12)
        t = terminal_sums(s, ports)
        assert np.allclose([t[1, 0], t[2, 0], t[2, 1]], parts(t1, t2, alpha, theta))
        assert np.allclose(t, t.T, atol=1e-12)
        assert np.isclose(effective(t), closed(t1, t2, alpha, theta), rtol=1e-10)
        total.append(effective(t))
    assert np.isclose(np.mean(total), mean_closed(t1, t2, alpha), rtol=1e-9)
coherent_only = abs(wave_solution(0.8, 0.7, 0.0, 0.4)[1, 0])**2
assert np.isclose(coherent_only, closed(0.8, 0.7, 0.0, 0.4))
lone = effective(terminal_sums(wave_solution(1.0, 1.0, 0.3, 0.4), ports))
assert np.isclose(lone, 1 - 0.3 / 2)

# --- Worked example: one-subband GaAs wire; energies in eV, lengths in nm
q, h, hbar, kb = const.e, const.h, const.hbar, const.k / const.e
mass_ratio, fermi, distance = 0.067, 5e-3, 134.0
t1, t2, alpha, bias, temperature = 0.8, 0.7, 0.3, 1e-4, 1.0
mass = mass_ratio * const.m_e


def wave_number(energy):
    return np.sqrt(2 * mass * energy * q) / hbar * 1e-9


k_f = wave_number(fermi)
theta = 2 * k_f * distance
speed = hbar * k_f * 1e9 / mass
coh, p1, p2 = parts(t1, t2, alpha, theta)
seq = p1 * p2 / (p1 + p2)
t_eff = coh + seq
bare = closed(t1, t2, 0.0, theta)
g0 = 2 * q**2 / h
current = g0 * t_eff * bias
power = current * bias
probe_heat = q**2 * bias**2 / h * seq
hot_probe = np.sqrt(temperature**2 + 3 / np.pi**2 * p1 * p2 / (p1 + p2)**2 * (bias / kb)**2)
assert coh < bare and t_eff < bare
assert closed(t1, t2, alpha, theta + np.pi) > closed(t1, t2, 0.0, theta + np.pi)

# Full calculation with energy-dependent phase, finite temperature and bias
offset = np.linspace(-4.8e-3, 4.8e-3, 20001)
c_e, p1_e, p2_e = parts(t1, t2, alpha, 2 * wave_number(fermi + offset) * distance)
t_wire = np.zeros((len(offset), 3, 3))
t_wire[:, 0, 1] = t_wire[:, 1, 0] = c_e
t_wire[:, 0, 2] = t_wire[:, 2, 0] = p1_e
t_wire[:, 1, 2] = t_wire[:, 2, 1] = p2_e


def full_transmission(kelvin, volt):
    kt = [kb * kelvin] * 3
    m = floating_probe(t_wire, offset, volt / 2, -volt / 2, kt)
    return -inflows(t_wire, offset, [volt / 2, -volt / 2, m], kt)[0][0] / volt


assert np.isclose(full_transmission(0.05, 1e-6), t_eff, rtol=1e-3)
full_1k = full_transmission(temperature, bias)
full_4k = full_transmission(4.2, bias)

# Other neglected effects; the material and geometry inputs are rough
nonparabolic = 0.6
k_np = wave_number(fermi * (1 + nonparabolic * fermi))
t_np = closed(t1, t2, alpha, 2 * k_np * distance)


def delta_barrier(t_fermi, energy):
    strength = fermi * (1 - t_fermi) / t_fermi
    return energy / (energy + strength)


barrier_change = (delta_barrier(t2, fermi + bias / 2)
                  - delta_barrier(t2, fermi - bias / 2)) / t2
subband_gap = 8e-3
above = subband_gap - fermi
thermal_second = np.exp(-above / (kb * temperature))
tunnel_second = np.exp(-2 * wave_number(above) * distance)
radius, gate_distance, permittivity = 15.0, 90.0, 12.9
capacitance = (2 * np.pi * const.epsilon_0 * permittivity * distance * 1e-9
               / np.log(2 * gate_distance / radius))
charging = q / capacitance
x = (1 - alpha) * np.sqrt((1 - t1) * (1 - t2))
width = -hbar * speed / (2 * distance * 1e-9) * np.log(x**2) / q

print(f"effective mass / electron mass: {mass_ratio}")
print(f"Fermi energy above subband bottom: {fermi*1e3:.1f} meV")
print(f"scatterer separation: {distance:.0f} nm")
print(f"scatterer transmissions T1, T2: {t1}, {t2}")
print(f"absorption probability alpha: {alpha}")
print(f"bias: {bias*1e3:.2f} mV; temperature: {temperature:.1f} K")
print(f"Fermi wave number: {k_f:.5f} 1/nm")
print(f"Fermi speed: {speed:.3e} m/s")
print(f"round-trip phase: {theta:.3f} rad; minus 8 pi: {theta-8*np.pi:.4f} rad")
print(f"x = (1-alpha) sqrt(R1 R2): {x:.4f}")
print(f"transmission without probe: {bare:.4f}")
print(f"coherent part T_21 with probe: {coh:.4f}")
print(f"T_p1: {p1:.4f}; T_p2: {p2:.4f}")
print(f"sequential part: {seq:.4f}")
print(f"effective transmission: {t_eff:.4f}")
print(f"sequential share of current: {100*seq/t_eff:.2f} %")
print(f"phase-averaged effective transmission: {mean_closed(t1,t2,alpha):.4f}")
print(f"phase average without probe: {mean_closed(t1,t2,0):.4f}")
print(f"lone probe transmission: {lone:.4f}")
print(f"conductance quantum 2e^2/h: {g0*1e6:.3f} uS")
print(f"conductance: {g0*t_eff*1e6:.2f} uS")
print(f"current: {current*1e9:.3f} nA; without probe: {g0*bare*bias*1e9:.3f} nA")
print(f"(mu_p-mu_2)/(mu_1-mu_2): {p1/(p1+p2):.4f}")
print(f"total power: {power*1e15:.1f} fW")
print(f"heat into cold probe: {probe_heat*1e15:.1f} fW")
print(f"probe share of heat: {100*probe_heat/power:.2f} %")
print(f"temperature of probe drawing no energy: {hot_probe:.4f} K")
print("scan: alpha | coherent, sequential, total on resonance | total at phase + pi")
for a in (0.0, 0.1, 0.3, 0.6, 1.0):
    c = parts(t1, t2, a, theta)[0]
    e = closed(t1, t2, a, theta)
    print(f"  {a:.1f} | {c:.4f}, {e-c:.4f}, {e:.4f} | {closed(t1,t2,a,theta+np.pi):.4f}")
print("NEGLECTED EFFECTS")
print(f"T_eff with finite bias at 1 K: {full_1k:.4f} ({100*(full_1k/t_eff-1):.2f} %)")
print(f"T_eff with finite bias at 4.2 K: {full_4k:.4f} ({100*(full_4k/t_eff-1):.2f} %)")
print(f"nonparabolicity input (rough): {nonparabolic} 1/eV")
print(f"T_eff change by nonparabolicity: {100*(t_np/t_eff-1):.3f} %")
print(f"T2 change across bias, delta barrier: {100*barrier_change:.2f} %")
print(f"second subband spacing (rough): {subband_gap*1e3:.1f} meV")
print(f"second subband thermal factor: {thermal_second:.1e}")
print(f"second subband tunnelling factor: {tunnel_second:.1e}")
print(f"wire radius, gate distance (rough): {radius:.0f}, {gate_distance:.0f} nm")
print(f"relative permittivity (rough): {permittivity}")
print(f"capacitance estimate: {capacitance*1e18:.1f} aF")
print(f"charging energy e^2/C: {charging*1e3:.2f} meV")
print(f"level width: {width*1e3:.2f} meV; charging/width: {charging/width:.2f}")
print("every check passed")
```

Printed output:

```
effective mass / electron mass: 0.067
Fermi energy above subband bottom: 5.0 meV
scatterer separation: 134 nm
scatterer transmissions T1, T2: 0.8, 0.7
absorption probability alpha: 0.3
bias: 0.10 mV; temperature: 1.0 K
Fermi wave number: 0.09377 1/nm
Fermi speed: 1.620e+05 m/s
round-trip phase: 25.130 rad; minus 8 pi: -0.0026 rad
x = (1-alpha) sqrt(R1 R2): 0.1715
transmission without probe: 0.9823
coherent part T_21 with probe: 0.5710
T_p1: 0.4230; T_p2: 0.3487
sequential part: 0.1912
effective transmission: 0.7622
sequential share of current: 25.08 %
phase-averaged effective transmission: 0.5391
phase average without probe: 0.5957
lone probe transmission: 0.8500
conductance quantum 2e^2/h: 77.481 uS
conductance: 59.06 uS
current: 5.906 nA; without probe: 7.611 nA
(mu_p-mu_2)/(mu_1-mu_2): 0.5481
total power: 590.6 fW
heat into cold probe: 74.1 fW
probe share of heat: 12.54 %
temperature of probe drawing no energy: 1.0495 K
scan: alpha | coherent, sequential, total on resonance | total at phase + pi
  0.0 | 0.9823, -0.0000, 0.9823 | 0.3613
  0.1 | 0.8294, 0.0750, 0.9043 | 0.3690
  0.3 | 0.5710, 0.1912, 0.7622 | 0.3813
  0.6 | 0.2753, 0.3024, 0.5777 | 0.3899
  1.0 | 0.0000, 0.3733, 0.3733 | 0.3733
NEGLECTED EFFECTS
T_eff with finite bias at 1 K: 0.7366 (-3.36 %)
T_eff with finite bias at 4.2 K: 0.6012 (-21.12 %)
nonparabolicity input (rough): 0.6 1/eV
T_eff change by nonparabolicity: -0.031 %
T2 change across bias, delta barrier: 0.60 %
second subband spacing (rough): 8.0 meV
second subband thermal factor: 7.6e-16
second subband tunnelling factor: 3.5e-09
wire radius, gate distance (rough): 15, 90 nm
relative permittivity (rough): 12.9
capacitance estimate: 38.7 aF
charging energy e^2/C: 4.14 meV
level width: 1.40 meV; charging/width: 2.95
every check passed
```
